# Orbital magnetic moments of the two bands of a massive Dirac model

## Problem

An electron of charge $-e$, with $e>0$, moves in the $xy$ plane. Near two valleys, labelled $\tau=+1$ and $\tau=-1$, its Hamiltonian is

$$H_\tau(\mathbf k)=\hbar v(\tau k_x\sigma_x+k_y\sigma_y)+\Delta\sigma_z ,\qquad \Delta>0 .$$

The wavevector $\mathbf k$ is measured from the centre of the valley. The Pauli matrices act on two orbital components, and the real spin is left out. The mass term $\Delta\sigma_z$ is the same in both valleys.

A wave packet made from one band can rotate about its own centre, and because it is charged it then has a magnetic moment along $z$.

(a) Find this moment for the conduction band and for the valence band at every $\mathbf k$. How do the two compare?

(b) Express the moment at the band edge through the effective mass $m^*$. How do the two valleys compare?

(c) Which of these results need particle-hole symmetry?

(d) How does the moment appear in the energy levels in a magnetic field?

For numbers, use the round model parameters $\Delta=0.5$ eV and $\hbar v=0.5$ eV nm.

## A first estimate by scaling

The square of the Hamiltonian is $\hbar^2v^2k^2+\Delta^2$, because different Pauli matrices anticommute. The bands are therefore $E_c=\varepsilon$ and $E_v=-\varepsilon$, with

$$\varepsilon=\sqrt{\Delta^2+\hbar^2v^2k^2}\simeq\Delta+\frac{\hbar^2v^2k^2}{2\Delta}.$$

Comparison with $\Delta+\hbar^2k^2/(2m^*)$ gives $m^*=\Delta/v^2$. The valence band is the mirror image, so its hole mass is also $m^*$.

A moment is half of charge times radius times speed. The speed in the Hamiltonian is $v$. Internal motion involves both bands, which at the edge are $2\Delta$ apart, so its time scale is $\hbar/(2\Delta)$ and its radius is about $\hbar v/(2\Delta)$. Hence

$$|m|_{\rm est}=\frac e2\,\frac{\hbar v}{2\Delta}\,v=\frac{e\hbar v^2}{4\Delta}=\frac12\,\frac{e\hbar}{2m^*}.$$

Away from the edge the separation is $2\varepsilon$, which suggests $e\hbar v^2/(4\varepsilon)$. The estimate gives no sign and cannot be trusted for a factor of order one.

## Exact solution

### The moment of a wave packet

In the $\mathbf k$ representation the position is $\mathbf r=i\partial_{\mathbf k}$. The velocity is $\mathbf v=[\mathbf r,H]/(i\hbar)=\partial_{\mathbf k}H/\hbar$. Write $\partial_x$ for $\partial/\partial k_x$, and likewise for $y$. The moment of charge $-e$ about the packet centre $\mathbf r_c$ is

$$m=-\frac e2\big\langle (x-x_c)v_y-(y-y_c)v_x\big\rangle .$$

Take a packet $\psi(\mathbf k)=w(\mathbf k)u(\mathbf k)$, where $u$ is the normalized eigenvector of one band with energy $E$, and $w$ is a real, normalized, narrow Gaussian. Then

$$(i\partial_x-x_c)\psi=i(\partial_xw)u+w(i\partial_xu-x_cu).$$

Here $x$ and $v_y$ commute, since $\partial_x\partial_yH=0$. Their product is Hermitian and its expectation value is real. The term with $\partial_xw$ contributes $-i\,w\,\partial_xw\,\langle u|\partial_yH|u\rangle/\hbar$ to the integrand, which is imaginary, so it drops out of the real part.

In the remaining term let the packet become narrow in $\mathbf k$. Then $x_c=i\langle u|\partial_xu\rangle$. Normalization gives $\langle\partial_xu|u\rangle=-\langle u|\partial_xu\rangle$, so also $x_c=-i\langle\partial_xu|u\rangle$. With $Q=1-|u\rangle\langle u|$,

$$\langle(x-x_c)v_y\rangle=\frac1\hbar{\rm Re}\big[-i\langle\partial_xu|Q\,\partial_yH|u\rangle\big].$$

Differentiating $(H-E)u=0$ gives $(\partial_yH-\partial_yE)u=-(H-E)\partial_yu$. Apply $Q$ to both sides. It removes $(\partial_yE)u$ and leaves the right side unchanged, because $\langle u|(H-E)=0$. Thus $Q\,\partial_yH\,u=-(H-E)\partial_yu$ and

$$\langle(x-x_c)v_y\rangle=\frac1\hbar{\rm Re}\big[i\langle\partial_xu|(H-E)|\partial_yu\rangle\big]
=-\frac1\hbar{\rm Im}\langle\partial_xu|(H-E)|\partial_yu\rangle .$$

Exchanging $x$ and $y$ conjugates the matrix element and reverses its imaginary part. The term $-\langle(y-y_c)v_x\rangle$ is therefore equal to the one just found. The two add, and for band $n$

$$m_n=\frac e\hbar\,{\rm Im}\langle\partial_xu_n|(H-E_n)|\partial_yu_n\rangle. \tag{1}$$

A $\mathbf k$-dependent phase of $u_n$ adds a multiple of $u_n$ to its derivative. The factor $H-E_n$ removes it, so (1) does not depend on the choice of phase.

### Why the two bands agree

Let $l$ be the other band. Projecting the derivative of $(H-E_n)u_n=0$ on $u_l$ gives

$$\langle u_l|\partial_iu_n\rangle=\frac{\langle l|\partial_iH|n\rangle}{E_n-E_l}.$$

Only $u_l$ contributes between the derivatives in (1), with weight $E_l-E_n$. One power of this difference cancels:

$$m_n=\frac e\hbar\,\frac{{\rm Im}\,N_n}{E_l-E_n},\qquad N_n=\langle n|\partial_xH|l\rangle\langle l|\partial_yH|n\rangle. \tag{2}$$

Exchanging $n$ and $l$ turns $N_n$ into its complex conjugate, so the numerator of (2) changes sign. The denominator also changes sign. Therefore $m_c=m_v$ at each $\mathbf k$. This argument has used two bands but not the symmetry of their energies.

### The value

Replace $|l\rangle\langle l|$ in $N_n$ by $1-|n\rangle\langle n|$. The subtracted term is a product of two real expectation values and has no imaginary part. With $\partial_xH=\tau\hbar v\sigma_x$, $\partial_yH=\hbar v\sigma_y$ and $\sigma_x\sigma_y=i\sigma_z$,

$${\rm Im}\,N_n=\tau\hbar^2v^2\langle n|\sigma_z|n\rangle .$$

Since $\sigma_z=\partial H/\partial\Delta$, the Hellmann–Feynman theorem gives $\langle n|\sigma_z|n\rangle=\partial E_n/\partial\Delta$. This is $+\Delta/\varepsilon$ in the conduction band and $-\Delta/\varepsilon$ in the valence band. The denominators $E_l-E_n$ are $-2\varepsilon$ and $+2\varepsilon$. In both cases

$$m_c=m_v=-\tau\,\frac{e\hbar v^2\Delta}{2\varepsilon^2}. \tag{3}$$

At $k=0$, where $\varepsilon=\Delta$ and $v^2/\Delta=1/m^*$,

$$m_c=m_v=-\tau\,\frac{e\hbar}{2m^*}. \tag{4}$$

This answers (a) and the first part of (b). The form is that of a Bohr magneton $\mu_B=e\hbar/(2m_e)$ with the free-electron mass $m_e$ replaced by $m^*$. At large $k$ the moment falls as $1/k^2$. If $\Delta\to0$ at fixed $k\ne0$ it vanishes, while the edge value grows as $1/\Delta$.

### The two valleys

The factor $\tau$ in (3) expresses time reversal. Complex conjugation changes the sign of $\sigma_y$ alone, so $H_\tau(\mathbf k)^*=H_{-\tau}(-\mathbf k)$, and the eigenvectors can be chosen with $u_{-\tau}(-\mathbf k)=u_\tau(\mathbf k)^*$. In (1) the two sign changes from the derivatives cancel, and conjugation reverses the imaginary part. Hence $m_{-\tau}(-\mathbf k)=-m_\tau(\mathbf k)$. Because (3) depends on $|\mathbf k|$ alone, the moments are also opposite at the same $\mathbf k$. Which valley has the positive moment is set by the sign of $\Delta$ in this basis.

### Relation to Berry curvature

Define the curvature as $\Omega_n=-2\,{\rm Im}\langle\partial_xu_n|\partial_yu_n\rangle$. The part of this overlap that runs through $u_n$ is a product of two imaginary numbers, hence real, so only $u_l$ contributes to $\Omega_n$. On $u_l$ the operator $H-E_n$ equals $E_l-E_n=-2E_n$. This step uses particle-hole symmetry, which in this text means $E_v(\mathbf k)=-E_c(\mathbf k)$ at the same $\mathbf k$. The weaker relation $E_v(-\mathbf k)=-E_c(\mathbf k)$ is not enough: a tilt $tk_x$ times the identity obeys it and leaves the moment unchanged, but it changes $E_n\Omega_n$ differently in the two bands. Equation (1) becomes

$$m_n=\frac e\hbar E_n\Omega_n,\qquad \Omega_c=-\Omega_v=-\tau\frac{\hbar^2v^2\Delta}{2\varepsilon^3}.$$

Energy and curvature both change sign between the bands, and their product does not.

### What particle-hole symmetry supplies

Add a scalar term $ck^2$ to $H$. It shifts both energies equally and leaves the eigenvectors and $H-E_n$ unchanged, so (3) still holds. The masses do change. The curvature of each band at the edge gives

$$\frac{\hbar^2}{m_c^*}=\frac{\hbar^2v^2}{\Delta}+2c,\qquad
\frac{\hbar^2}{m_h^*}=\frac{\hbar^2v^2}{\Delta}-2c ,$$

for the electron and hole masses, both positive if $2|c|<\hbar^2v^2/\Delta$. Adding the two equations eliminates $c$, and at the edge

$$|m|=\frac{e\hbar v^2}{2\Delta}=\frac{e\hbar}{4}\left(\frac1{m_c^*}+\frac1{m_h^*}\right).$$

This answers (c). Equality of the moments comes from having two bands. Particle-hole symmetry, in the sense $E_v(\mathbf k)=-E_c(\mathbf k)$, makes the two masses equal and gives the form $m_n=(e/\hbar)E_n\Omega_n$. It does not by itself give (4). A term $bk^2\sigma_z$ keeps the symmetry and leaves the energies and $\partial_iH$ at $k=0$ unchanged, so the edge moment stays $e\hbar v^2/(2\Delta)$ in magnitude, while both masses change to $\hbar^2/m^*=\hbar^2v^2/\Delta+2b$. Equation (4) holds with one $m^*$ for both bands when the edges lie at $k=0$ and their curvature comes entirely from an isotropic linear coupling between the two bands, as in $H_\tau$, and the formula with the mean inverse mass holds when the only addition is the scalar term. With a third band, (1) contains further terms with other energy denominators, and the exchange argument no longer ensures equality. This limits the use of fitted masses. If the $k^2$ terms of a two-band fit come from remote bands, those bands also add to the moment, with a sign that the masses do not reveal, and the formula with the mean inverse mass then fails.

### The levels in a magnetic field

For a field $B>0$ along $z$, replace $\hbar\mathbf k$ by $\boldsymbol\pi=\mathbf p+e\mathbf A$, for which $[\pi_x,\pi_y]=-i\hbar eB$. The cross terms between $\sigma_z$ and the other two matrices cancel in the square:

$$H^2=\Delta^2+v^2\big(\pi^2+i\tau\sigma_z[\pi_x,\pi_y]\big)=\Delta^2+v^2\big(\pi^2+\tau\hbar eB\sigma_z\big).$$

The commutator makes $\pi_x,\pi_y$ an oscillator pair, so $\pi^2$ has the values $\hbar eB(2N+1)$ with $N=0,1,2,\dots$ For $\sigma_z=s=\pm1$,

$$H^2=\Delta^2+\hbar v^2eB(2N+1+\tau s).$$

The lowest value, $\Delta^2$, needs $N=0$ and $s=-\tau$. Apart from the degeneracy in orbit position this is a single state, so it is also an eigenstate of $H$. The terms with $\sigma_x$ and $\sigma_y$ have no expectation value in it, and its energy is $\Delta s=-\tau\Delta$. Each higher value of $H^2$ belongs to two states, one with each $s$. The trace of $H$ over them is zero, so their energies are a pair of opposite sign. The first pair is

$$\pm\sqrt{\Delta^2+2\hbar v^2eB}\simeq\pm(\Delta+\hbar\omega_c),\qquad \omega_c=\frac{eB}{m^*}.$$

For $\tau=+1$ the levels next to the gap are thus $\Delta+\hbar\omega_c$ and $-\Delta$, to first order in $B$. For $\tau=-1$ they are $\Delta$ and $-\Delta-\hbar\omega_c$. All four have the form

$$\pm\left(\Delta+\tfrac12\hbar\omega_c\right)-m_\tau B,$$

where $m_\tau$ is the edge moment (4) and $|m_\tau|B=\tfrac12\hbar\omega_c$. The first part is the ordinary lowest level of a parabolic band, and the second is the energy of a moment in a field.

This answers (d). Since both bands of one valley shift by the same amount, the moment cancels from the gap inside that valley. This cancellation belongs to the two-band model; further bands can make the two moments unequal, and the gap then shifts by their difference times $B$. It appears when valleys are compared: their conduction edges differ by $2|m|B=\hbar\omega_c$ to first order in $B$.

## Numbers

The band curvature is $\hbar^2/m^*=(0.5)^2/0.5=0.5$ eV nm². For a free electron $\hbar^2/m_e=2\times0.0381=0.0762$ eV nm². Hence $m^*=0.1524\,m_e$, and the edge moment has magnitude

$$|m|=\frac{m_e}{m^*}\,\mu_B=6.56\,\mu_B=6.09\times10^{-23}\ {\rm J/T}.$$

Both bands have $-6.56\,\mu_B$ for $\tau=+1$ and $+6.56\,\mu_B$ for $\tau=-1$.

At $k=0.5$ nm⁻¹ the energy is $\varepsilon=\sqrt{0.25+0.0625}=0.559$ eV. The moment is reduced by $\Delta^2/\varepsilon^2=0.25/0.3125=0.8$, to $-5.25\,\mu_B$ in both bands of valley $\tau=+1$. The curvatures there are $-0.358$ nm² in the conduction band and $+0.358$ nm² in the valence band.

At $B=10$ T, $\hbar\omega_c=7.596$ meV and $|m|B=3.798$ meV. Diagonalizing $H$ in a basis of oscillator states gives these levels:

| Valley | Lowest conduction level | Top valence level |
|---|---|---|
| $\tau=+1$ | $\Delta+7.54$ meV | $-\Delta$ |
| $\tau=-1$ | $\Delta$ | $-\Delta-7.54$ meV |

The gap is 1007.54 meV in either valley. The linear valley splitting, 7.596 meV, exceeds the diagonalized one by 0.75% of the latter. The next term in the square root, $-(\hbar\omega_c)^2/(2\Delta)=-0.058$ meV, slightly exceeds this difference of 0.057 meV, and the third-order term, $+(\hbar\omega_c)^3/(2\Delta^2)=+0.001$ meV, makes up the remainder. The linear form therefore requires $\hbar\omega_c\ll\Delta$.

With a scalar term $c=0.1$ eV nm² the masses become $0.109\,m_e$ for electrons and $0.254\,m_e$ for holes. Inserted separately in $e\hbar/(2m)$, they would give $9.19\,\mu_B$ and $3.94\,\mu_B$. In the two-band model the moment stays at $6.56\,\mu_B$ in both bands, the mean of these two values. The same two masses can also be produced by coupling each band linearly in $\mathbf k$ to its own remote band 5 eV below it. Each moment then has magnitude $9.19\,\mu_B$ or $3.94\,\mu_B$, depending on whether that coupling is proportional to $k_x-ik_y$ or to $k_x+ik_y$.

## Comparison of the estimate with the solution

At the edge the estimate is $3.28\,\mu_B$, half the exact magnitude. The derivation shows where the factor 2 comes from. At $k=0$, equations (1) and (2) give $|\langle(x-x_c)v_y\rangle|=\hbar v^2/(2\Delta)$, which is the estimated radius times the estimated speed. The cross product contains a second, equal term from $-(y-y_c)v_x$. On a circular orbit each term would average to only half of radius times speed, so the radius and speed used in the estimate belong to a single Cartesian component. Indeed $v_x^2=v_y^2=v^2$ because $\sigma_x^2=\sigma_y^2=1$, so the full speed is $\sqrt2\,v$. Likewise the interband element $|\langle u_l|\partial_iu_n\rangle|$ equals $\hbar v/(2\Delta)$ for $x$ and for $y$ separately, so the full radius is $\sqrt2$ times the estimated one. The two factors $\sqrt2$ give the factor 2.

Away from the edge, the ratio of the exact magnitude to the estimate $e\hbar v^2/(4\varepsilon)$ is $2\Delta/\varepsilon$. The factor $\Delta/\varepsilon$ is the magnitude of $\langle\sigma_z\rangle$. To see where it enters, take $\mathbf k$ along $x$. Since $\sigma_i^2=1$, the interband element obeys $|\langle l|\sigma_i|n\rangle|^2=1-\langle n|\sigma_i|n\rangle^2$. Here $\langle\sigma_y\rangle=0$ and $|\langle\sigma_x\rangle|=\hbar vk/\varepsilon$, so the element is $1$ across $\mathbf k$ and $\Delta/\varepsilon$ along it. The interband radius is therefore $\hbar v/(2\varepsilon)$ across $\mathbf k$, as estimated, but $\hbar v\Delta/(2\varepsilon^2)$ along $\mathbf k$, and the interband speed is likewise $v$ across and $v\Delta/\varepsilon$ along. Each term of the cross product pairs one direction with the other and so carries one factor $\Delta/\varepsilon$, which the scaling argument misses. At $k=0.5$ nm⁻¹ the ratio is $2\times0.5/0.559=1.79$. For $\hbar vk\gg\Delta$ the estimate falls as $1/k$ and the moment as $1/k^2$, so there the estimate fails in its power law as well as in its prefactor.

All numerical values are calculated from the stated model.
